# Circular dichroism, Berry curvature and orbital moment in massive Dirac valleys

## Definitions and conventions

Let $\tau=+1$ denote the valley $K$ and $\tau=-1$ the valley $K'$. The wave vector $\mathbf k=(k_x,k_y)$ is measured from the valley centre. For one spin, the massive Dirac model is

$$H_\tau(\mathbf k)=\hbar v(\tau k_x\sigma_x+k_y\sigma_y)+\frac{\Delta}{2}\sigma_z,\qquad \Delta>0.$$

The Pauli matrices act on two fixed basis orbitals. The electron charge is $-e$, with $e>0$. Define

$$\varepsilon=\sqrt{\frac{\Delta^2}{4}+\hbar^2v^2k^2},\qquad E_g(k)=2\varepsilon,\qquad \cos\theta=\frac{\Delta}{2\varepsilon},\qquad \sin\theta=\frac{\hbar vk}{\varepsilon}.$$

The velocity operator is $v_j=\hbar^{-1}\partial_jH$, where $\partial_j=\partial/\partial k_j$. Thus $v_x=\tau v\sigma_x$ and $v_y=v\sigma_y$. With $|c\rangle$ and $|v\rangle$ the conduction and valence spinors, put

$$X=\langle c|v_x|v\rangle,\qquad Y=\langle c|v_y|v\rangle,\qquad D=\operatorname{Im}(XY^*).$$

Changing the phase of either spinor multiplies $X$ and $Y$ by the same phase, so $D$ is unaffected.

Light of handedness $\sigma^\pm$ has vector potential $\mathbf A=A_0(\cos\omega t,\pm\sin\omega t)$. The Berry connection is $\boldsymbol{\mathcal A}_n=i\langle n|\nabla_{\mathbf k}n\rangle$, and the curvature is $\Omega_n=\partial_x\mathcal A_{n,y}-\partial_y\mathcal A_{n,x}$. The orbital moment $m_n$ is the $z$ component of $-\frac e2\langle(\mathbf r-\mathbf r_c)\times\mathbf v\rangle$ for a wave packet centred at $\mathbf r_c$. Its energy in a field $B$ along $z$ is $-m_nB$.

## Theorem

In this model, to first order in the light field and without electron-hole interaction:

1. The absorption strengths for $\sigma^\pm$ light are
$$|X\pm iY|^2=v^2(1\pm\tau\cos\theta)^2,$$
and their difference is $4D$, with $D=\tau v^2\cos\theta$.
2. The Berry curvatures are
$$\Omega_c=-\Omega_v=-\frac{2\hbar^2D}{E_g^2}=-\tau\frac{\hbar^2v^2\Delta}{4\varepsilon^3}.$$
3. The orbital moments are
$$m_c=m_v=-\frac{e\hbar D}{E_g}=-\tau\frac{e\hbar v^2\Delta}{4\varepsilon^2}.$$

At equal $k$, the dichroism, curvature and moment therefore have opposite signs in the two valleys. What ties them is $D$, formed from the two Cartesian components of the interband velocity matrix element.

## Lemma 1: the interband velocity

Define an angle $\phi$ by $k\cos\phi=\tau k_x$ and $k\sin\phi=k_y$. Then

$$H=\varepsilon(\sin\theta\cos\phi\,\sigma_x+\sin\theta\sin\phi\,\sigma_y+\cos\theta\,\sigma_z).$$

This is $\varepsilon$ times the spin projection along a unit vector, so the energies are $\pm\varepsilon$. The eigenvectors are

$$|c\rangle=\begin{pmatrix}\cos\frac\theta2\\ e^{i\phi}\sin\frac\theta2\end{pmatrix},\qquad
|v\rangle=\begin{pmatrix}-e^{-i\phi}\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix}.$$

Write $C=\cos^2(\theta/2)$ and $S=\sin^2(\theta/2)$. Direct multiplication gives

$$\langle c|\sigma_x|v\rangle=C-e^{-2i\phi}S,\qquad \langle c|\sigma_y|v\rangle=-i(C+e^{-2i\phi}S).$$

Hence

$$X+iY=v[(1+\tau)C+(1-\tau)e^{-2i\phi}S],$$
$$X-iY=-v[(1-\tau)C+(1+\tau)e^{-2i\phi}S].$$

For $\tau=1$ the moduli are $2vC=v(1+\cos\theta)$ and $2vS=v(1-\cos\theta)$. For $\tau=-1$ they are interchanged. Both cases are contained in

$$|X\pm iY|=v(1\pm\tau\cos\theta).\qquad\square$$

## Lemma 2: circular absorption

For charge $-e$, the field enters through $\mathbf k\to\mathbf k+e\mathbf A/\hbar$. The coupling is therefore $e\mathbf A\cdot\mathbf v$, and

$$\mathbf A\cdot\mathbf v=\frac{A_0}{2}\left[(v_x\pm iv_y)e^{-i\omega t}+(v_x\mp iv_y)e^{i\omega t}\right].$$

In first-order perturbation theory, the amplitude to reach $|c\rangle$ from $|v\rangle$ contains the factor $e^{iE_gt/\hbar}$. At $\hbar\omega=E_g$ the first term has a stationary phase. The second oscillates at twice the optical frequency and averages out over a smooth pulse of many periods. For the envelope $e^{-t^2/2T^2}$, the remaining time integral is $T\sqrt{2\pi}$, so the excitation probability is

$$P_\pm=\left(\frac{eA_0}{2\hbar}\right)^2|X\pm iY|^2\,2\pi T^2.$$

The strengths are thus $|X\pm iY|^2$. Expanding the square,

$$|X\pm iY|^2=|X|^2+|Y|^2\pm2\operatorname{Re}(iX^*Y).$$

Since $\operatorname{Re}(iX^*Y)=-\operatorname{Im}(X^*Y)=\operatorname{Im}(XY^*)=D$,

$$|X+iY|^2-|X-iY|^2=4D.\qquad\square$$

The normalised degree of dichroism is the difference divided by the sum:

$$\eta=\frac{2D}{|X|^2+|Y|^2}=\frac{2\tau\cos\theta}{1+\cos^2\theta}.$$

The last form follows from Lemma 1, whose two strengths add to $2v^2(1+\cos^2\theta)$. The difference of strengths is fixed by $D$ alone, whereas $\eta$ also needs $|X|^2+|Y|^2$.

## Lemma 3: Berry curvature

Differentiate $(H-E_n)|n\rangle=0$ and project on another eigenstate $|m\rangle$. The term with $\partial_jE_n$ vanishes by orthogonality, leaving

$$\langle m|\partial_jn\rangle=\frac{\hbar\langle m|v_j|n\rangle}{E_n-E_m}.$$

From the definition of the curvature,

$$\Omega_n=i\left(\langle\partial_xn|\partial_yn\rangle-\langle\partial_yn|\partial_xn\rangle\right)=-2\operatorname{Im}\langle\partial_xn|\partial_yn\rangle.$$

Insert the complete set of two states between the derivatives. Normalisation makes $\langle n|\partial_jn\rangle$ imaginary, so the contribution of $|n\rangle$ itself is real and drops out.

For $n=c$, the relation $\langle v|v_x|c\rangle=X^*$ and its counterpart for $Y$ give

$$\operatorname{Im}\langle\partial_xc|\partial_yc\rangle=\frac{\hbar^2}{E_g^2}\operatorname{Im}(XY^*)=\frac{\hbar^2D}{E_g^2}.$$

For $n=v$, the energy denominator changes sign in both factors, which has no effect on the product. The matrix elements become $X^*Y$, whose imaginary part is $-D$. Therefore

$$\Omega_c=-\frac{2\hbar^2D}{E_g^2},\qquad \Omega_v=+\frac{2\hbar^2D}{E_g^2}.\qquad\square$$

## Lemma 4: orbital moment

Take a packet $\psi(\mathbf k)=a(\mathbf k)|n(\mathbf k)\rangle$, narrow in $\mathbf k$, with $a=|a|e^{-i\gamma}$. In the fixed orbital basis, $\mathbf r=i\nabla_{\mathbf k}$. Let $Q=1-|n\rangle\langle n|$. Separating the part of $|\nabla n\rangle$ along $|n\rangle$ gives

$$\mathbf r\psi=a\left[i\nabla\ln|a|+\nabla\gamma+\boldsymbol{\mathcal A}_n\right]|n\rangle+ia\,Q|\nabla n\rangle.$$

The mean position $\mathbf r_c$ is the packet average of $\nabla\gamma+\boldsymbol{\mathcal A}_n$. This part contributes $\int|a|^2(\nabla\gamma+\boldsymbol{\mathcal A}_n-\mathbf r_c)\times\langle n|\mathbf v|n\rangle\,d^2k$. Assume $\gamma$ is a smooth function held fixed as the packet narrows. At leading order the band velocity can be taken outside the integral, which then vanishes by the definition of $\mathbf r_c$. The remainder is of second order in the packet width and vanishes in the narrow-packet limit.

The term with $\nabla\ln|a|$ also vanishes. It leads to $-\frac i2\int\nabla|a|^2\times\mathbf v_n\,d^2k$, where $\mathbf v_n=\hbar^{-1}\nabla E_n$. Integration by parts turns this into an integral of $\nabla\times\mathbf v_n=0$.

What remains is

$$\langle(\mathbf r-\mathbf r_c)\times\mathbf v\rangle_z=-i\left[\langle\partial_xn|Qv_y|n\rangle-\langle\partial_yn|Qv_x|n\rangle\right].$$

The derivative relation of Lemma 3 implies $Qv_j|n\rangle=-\hbar^{-1}(H-E_n)|\partial_jn\rangle$. The component of $|\partial_jn\rangle$ along $|n\rangle$ is removed by $H-E_n$. Hence

$$\langle(\mathbf r-\mathbf r_c)\times\mathbf v\rangle_z=-\frac2\hbar\operatorname{Im}\langle\partial_xn|(H-E_n)|\partial_yn\rangle,$$

and multiplication by $-e/2$ gives

$$m_n=\frac e\hbar\operatorname{Im}\langle\partial_xn|(H-E_n)|\partial_yn\rangle.$$

For the conduction band, the other state has $H-E_c=-E_g$. For the valence band, $H-E_v=+E_g$. With the imaginary parts from Lemma 3,

$$m_c=\frac e\hbar(-E_g)\frac{\hbar^2D}{E_g^2}=-\frac{e\hbar D}{E_g},\qquad
m_v=\frac e\hbar(E_g)\left(-\frac{\hbar^2D}{E_g^2}\right)=-\frac{e\hbar D}{E_g}.\qquad\square$$

The curvature changes sign between the bands. The moment contains one further energy difference, which changes sign too, so the moments are equal.

## Proof of the theorem

Lemmas 1 and 2 give the strengths. Equating their difference to $4D$,

$$4D=v^2\left[(1+\tau\cos\theta)^2-(1-\tau\cos\theta)^2\right]=4\tau v^2\cos\theta.$$

Thus $D=\tau v^2\Delta/(2\varepsilon)$. Substitution in Lemmas 3 and 4, with $E_g=2\varepsilon$, yields

$$\Omega_c=-\frac{2\hbar^2}{4\varepsilon^2}\frac{\tau v^2\Delta}{2\varepsilon}=-\tau\frac{\hbar^2v^2\Delta}{4\varepsilon^3},\qquad
m_c=-\frac{e\hbar}{2\varepsilon}\frac{\tau v^2\Delta}{2\varepsilon}=-\tau\frac{e\hbar v^2\Delta}{4\varepsilon^2}.$$

Each result is proportional to $\tau$ at fixed $k$. $\blacksquare$

Eliminating $D$ gives the direct relation

$$m_c=m_v=\frac{e}{2\hbar}E_g\Omega_c.$$

## Remark 1: symmetry and the role of the gap

The Hamiltonian satisfies $H_{-\tau}(-\mathbf k)=H_\tau(\mathbf k)^*$, which expresses time reversal. Eigenvectors are complex conjugated, and differentiation with respect to the reversed wave vector adds a minus sign to each velocity. Hence $X\to-X^*$ and $Y\to-Y^*$, so

$$D_{-\tau}(-\mathbf k)=\operatorname{Im}(X^*Y)=-D_\tau(\mathbf k).$$

When $\Delta=0$, there is also the inversion relation $H_{-\tau}(-\mathbf k)=\sigma_xH_\tau(\mathbf k)\sigma_x$. It changes the sign of both velocity elements without conjugating them, apart from a common phase, so it requires $D_{-\tau}(-\mathbf k)=D_\tau(\mathbf k)$. The two conditions force $D=0$ for $k\ne0$. The mass term, which breaks inversion, is what permits all three effects here.

## Remark 2: small and large wave vectors

At $k=0$, $\cos\theta=1$. The valley $K$ absorbs only $\sigma^+$ light and $K'$ only $\sigma^-$. Away from this point selection is incomplete. For $\hbar vk\ll\Delta$,

$$\cos\theta\simeq1-\frac{2\hbar^2v^2k^2}{\Delta^2},$$

so the weaker strength is $v^2(1-\cos\theta)^2\simeq4v^2(\hbar vk/\Delta)^4$. Relative to the strong transition, whose strength is near $4v^2$, it grows as the fourth power of $\hbar vk/\Delta$. This power belongs to the linear model. A trigonal-warping term $w(\tau k_x+ik_y)^2$ in the upper-right element of $H$ gives the weaker amplitude a part linear in $k$, and the ratio of the strengths then starts as $4w^2k^2/(\hbar v)^2$.

The other quantities decrease from their band-edge values as

$$\frac{D}{D(0)}=\cos\theta,\qquad \frac{m}{m(0)}=\cos^2\theta,\qquad \frac{\Omega_c}{\Omega_c(0)}=\cos^3\theta.$$

For $\hbar vk\gg\Delta$, $\cos\theta\simeq\Delta/(2\hbar vk)$. Then $\eta\simeq\tau\Delta/(\hbar vk)$, while the moment falls as $k^{-2}$ and the curvature as $k^{-3}$.

The curvature nevertheless has a total flux independent of the gap. Using $\varepsilon\,d\varepsilon=\hbar^2v^2k\,dk$,

$$\int\Omega_c\,d^2k=-2\pi\tau\int_{\Delta/2}^{\infty}\frac{\Delta}{4\varepsilon^2}\,d\varepsilon=-\pi\tau.$$

A smaller gap concentrates this flux nearer the valley centre. The flux inside radius $k$ is $-\pi\tau(1-\cos\theta)$, so half of it lies beyond $\hbar vk=\sqrt3\Delta/2$. For the parameters of the worked example below this is $k=0.40$ Å$^{-1}$, too far from the valley centre for a linear model of a crystal with a lattice constant of a few Å. The integral extends the Dirac model to infinite $k$, so in a crystal it is meaningful only if the curvature is concentrated where the model applies.

## Remark 3: a check from Landau levels

Expanding the conduction energy near $k=0$ gives $\varepsilon\simeq\Delta/2+\hbar^2v^2k^2/\Delta$. The band-edge mass is therefore $m^*=\Delta/(2v^2)$, and

$$m_c(0)=-\tau\frac{e\hbar v^2}{\Delta}=-\tau\frac{e\hbar}{2m^*}.$$

An independent derivation replaces $\hbar\mathbf k$ by $\boldsymbol\pi=\mathbf p+e\mathbf A$ in a uniform field $B>0$. Then $[\pi_x,\pi_y]=-i\hbar eB$, and

$$b=\frac{\pi_x-i\pi_y}{\sqrt{2\hbar eB}},\qquad [b,b^\dagger]=1.$$

Let $g=v\sqrt{2\hbar eB}$. The upper-right element of $H$ is $gb$ for $K$ and $-gb^\dagger$ for $K'$. In both valleys, neighbouring oscillator states form two-by-two blocks with energies

$$\pm\sqrt{\Delta^2/4+ng^2},\qquad n=1,2,\ldots$$

One state remains unpaired. In $K$ it has oscillator state $|0\rangle$ in the lower component and energy $-\Delta/2$. In $K'$ it has $|0\rangle$ in the upper component and energy $+\Delta/2$. The lowest conduction levels consequently differ by

$$E_K-E_{K'}=\sqrt{\frac{\Delta^2}{4}+g^2}-\frac\Delta2\simeq\frac{g^2}{\Delta}=\frac{2e\hbar v^2B}{\Delta}=-2m_KB,$$

where $m_K$ is the moment at the centre of $K$. This agrees with the wave-packet result at small field. The next correction is $-g^2/\Delta^2$ relative to the leading term.

The highest valence levels are $-\Delta/2$ in $K$ and $-\sqrt{\Delta^2/4+g^2}$ in $K'$, with the same difference. The edge-to-edge energy is therefore equal in the two valleys. In this model the orbital moment shifts both band edges together and does not split that energy.

## Remark 4: spin-orbit coupling

For spin $s=\pm1$, add $\lambda\tau s(1-\sigma_z)/2$, which shifts the valence edge by $\lambda\tau s$. The addition is a constant $\lambda\tau s/2$ plus a change of the mass term. The constant affects neither eigenvectors nor velocities. The formulas of the theorem therefore hold with

$$\Delta\to\Delta-\lambda\tau s,$$

provided this gap is positive. Time reversal changes both $\tau$ and $s$, leaving the gap unchanged. The exact opposites are therefore $(\tau,s)$ and $(-\tau,-s)$. States of the same spin in opposite valleys have opposite signs and, when $\lambda\ne0$, different gaps. At $k=0$ their curvatures, which vary as the inverse square of the gap, and their moments, which vary as its inverse, therefore differ in magnitude. The values $D=\tau v^2$ and $\eta=\tau$ at $k=0$ do not depend on the gap.

## Worked example

Take the round model parameters $\Delta=1.6$ eV, $\hbar v=3.5$ eV Å and, for the spin-dependent case, $\lambda=0.08$ eV. First set $\lambda=0$. At the centre of $K$, $\hbar^2D=(3.5)^2=12.25$ (eV Å)$^2$, so

$$\Omega_c=-\frac{2(12.25)}{(1.6)^2}=-9.57\ \text{Å}^2.$$

The Bohr magneton is $\mu_B=e\hbar/(2m_0)$, with $m_0$ the free-electron mass. In this unit the moment is $-2\hbar^2D/[E_g(\hbar^2/m_0)]$. With $\hbar^2/m_0=7.620$ eV Å$^2$,

$$\frac{m_c}{\mu_B}=-\frac{2(12.25)}{1.6(7.620)}=-2.01.$$

At $k=0.1$ Å$^{-1}$, $E_g=2\sqrt{0.8^2+0.35^2}=1.746$ eV and $\cos\theta=0.916$. Hence $\hbar^2D=11.22$ (eV Å)$^2$, $\Omega_c=-7.36$ Å$^2$ and $m_c=-1.69\,\mu_B$. The strengths in units of $v^2$ are $3.672$ for $\sigma^+$ and $0.0070$ for $\sigma^-$, so

$$\eta=\frac{3.672-0.0070}{3.672+0.0070}=0.996.$$

The curvature has fallen by 23% from its band-edge value, while the dichroism is still almost complete. This reflects the cubic dependence on $\cos\theta$ in one case and the fourth-order onset of the forbidden transition in the other.

A numerical solution of the time-dependent Schrödinger equation at this $k$, for a weak resonant Gaussian pulse with $eA_0/\hbar=5.71\times10^{-5}$ Å$^{-1}$ and $T=10\,\hbar/\text{eV}$, gives excitation probabilities $2.31\times10^{-5}$ and $4.42\times10^{-8}$ for $\sigma^+$ and $\sigma^-$ in $K$. Their ratio is about 520, as the strengths require. In $K'$ the two probabilities are interchanged.

At $B=1$ T, both band edges of $K$ lie $0.233$ meV above those of $K'$, in agreement with $-2m_KB$. With spin-orbit coupling, the spin-up gaps are $1.52$ eV in $K$ and $1.68$ eV in $K'$. The corresponding conduction-band curvatures at $k=0$ are $-10.60$ and $+8.68$ Å$^2$. The partner with curvature $+10.60$ Å$^2$ is spin down in $K'$. For $\lambda=0$ and $k=0.2$ Å$^{-1}$ in $K$, the values are $\Omega_c=-4.08$ Å$^2$, $m_c=-1.14\,\mu_B$ and $\eta=0.961$.

## Remark 5: what survives beyond the Dirac form

The expansion in Lemma 2 and the proofs of Lemmas 3 and 4 use two bands but do not require $H$ to be linear in $\mathbf k$. The relations of the dichroic difference, curvature and moment to $D$ therefore remain valid with trigonal warping and electron-hole asymmetry. A numerical test on such a Hamiltonian confirms them. The closed expressions in $\theta$ and $\varepsilon$ do not carry over in general: trigonal warping changes them. An asymmetry term proportional to the identity matrix leaves them intact, because it alters neither the eigenvectors, the gap $E_g(k)$, nor the interband velocity. It does change the band masses, so the relation $m_c(0)=-\tau e\hbar/2m^*$ of Remark 3 then fails for the actual conduction mass. A term proportional to $k^2\sigma_z$ changes the closed expressions away from $k=0$.

With more bands, the curvature and moment of band $n$ become sums over all other bands $m$:

$$\Omega_n=-2\hbar^2\sum_{m\ne n}\frac{\operatorname{Im}(\langle n|v_x|m\rangle\langle m|v_y|n\rangle)}{(E_n-E_m)^2},$$

$$m_n=-e\hbar\sum_{m\ne n}\frac{\operatorname{Im}(\langle n|v_x|m\rangle\langle m|v_y|n\rangle)}{E_n-E_m}.$$

The weights differ, so a single optical matrix element no longer determines both quantities. Nor need $\Omega_c=-\Omega_v$ or $m_c=m_v$ hold. The model also omits magnetic moments internal to the basis orbitals, and excitons, which combine transitions at different $\mathbf k$. Its numbers are therefore properties of the two-band model, not predictions for a particular monolayer.

## Computed values

```
gap = 1.60 eV, hbar*v = 3.50 eV angstrom
hbar^2/m0 = 7.6200 eV angstrom^2
k = 0.0 1/angstrom: Eg = 1.6000 eV, cos = 1.0000
  K  strength/(hbar v)^2: sigma+ 4.0000, sigma- 0.0000; eta = +1.0000
  K  hbar^2 D = +12.250 (eV angstrom)^2, Omega_c = -9.570 angstrom^2, m = -2.010 muB
  K' strength/(hbar v)^2: sigma+ 0.0000, sigma- 4.0000; eta = -1.0000
  K' hbar^2 D = -12.250 (eV angstrom)^2, Omega_c = +9.570 angstrom^2, m = +2.010 muB
k = 0.1 1/angstrom: Eg = 1.7464 eV, cos = 0.9162
  K  strength/(hbar v)^2: sigma+ 3.6717, sigma- 0.0070; eta = +0.9962
  K  hbar^2 D = +11.223 (eV angstrom)^2, Omega_c = -7.359 angstrom^2, m = -1.687 muB
  K' strength/(hbar v)^2: sigma+ 0.0070, sigma- 3.6717; eta = -0.9962
  K' hbar^2 D = -11.223 (eV angstrom)^2, Omega_c = +7.359 angstrom^2, m = +1.687 muB
k = 0.2 1/angstrom: Eg = 2.1260 eV, cos = 0.7526
  K  strength/(hbar v)^2: sigma+ 3.0715, sigma- 0.0612; eta = +0.9609
  K  hbar^2 D = +9.219 (eV angstrom)^2, Omega_c = -4.079 angstrom^2, m = -1.138 muB
  K' strength/(hbar v)^2: sigma+ 0.0612, sigma- 3.0715; eta = -0.9609
  K' hbar^2 D = -9.219 (eV angstrom)^2, Omega_c = +4.079 angstrom^2, m = +1.138 muB
pulse at k = 0.1 1/angstrom: peak eA/hbar = 5.714e-05 1/angstrom, width = 10 hbar/eV
  K  excitation probability: sigma+ 2.307e-05, sigma- 4.417e-08
  K' excitation probability: sigma+ 4.417e-08, sigma- 2.307e-05
band-edge mass m*/m0 = 0.4976, m0/m* = 2.010
Landau levels at B = 1.0 T, K minus K':
  conduction edge 0.2326 meV, valence edge 0.2326 meV
  from the moment, -2 m_K B = 0.2326 meV
spin-orbit lambda = 0.08 eV, values at k = 0:
  K  spin up  : gap = 1.52 eV, Omega_c = -10.604 angstrom^2
  K  spin down: gap = 1.68 eV, Omega_c = -8.681 angstrom^2
  K' spin up  : gap = 1.68 eV, Omega_c = +8.681 angstrom^2
  K' spin down: gap = 1.52 eV, Omega_c = +10.604 angstrom^2
```
